# Casimir pressure between perfect plates from a smoothly cut-off mode sum

**Q.** Every mode of the quantized field has a zero-point energy $\hbar\omega/2$, and there are infinitely many modes. You want to extract a finite force between two uncharged metal plates from this infinite energy. What are you going to calculate?

**A.** The way the energy changes when the plates are moved. A force is minus a derivative of energy with respect to distance, so any part of the energy that stays the same during the motion drops out, however large it is.

The model is this. Two flat, parallel, perfectly conducting plates lie at $z=0$ and $z=a$ in vacuum at zero temperature. Their lateral size $L$ is much larger than $a$, so edges are neglected and energies are proportional to the area $L^2$. I keep $\hbar$ and $c$ in the formulas.

**Q.** Then begin with the modes. Which ones fit between the plates?

**A.** On a perfect conductor the tangential electric field vanishes. For a mode with wavevector $\mathbf k=(k_x,k_y)$ along the plates, each Cartesian component obeys the wave equation, so its $z$ dependence is a sine or a cosine. The components $E_x,E_y$ must vanish at both plates, hence

$$E_{x,y}=A_{x,y}\sin\frac{n\pi z}{a}\,e^{i\mathbf k\cdot\mathbf r},\qquad n=0,1,2,\dots$$

At the plates $\partial_xE_x+\partial_yE_y=0$, so $\nabla\cdot\mathbf E=0$ requires $\partial_zE_z=0$ there. That selects the cosine, $E_z=A_z\cos(n\pi z/a)\,e^{i\mathbf k\cdot\mathbf r}$. The frequency follows from the wave equation:

$$\omega=cq,\qquad q=\sqrt{k^2+(n\pi/a)^2}.$$

**Q.** And two polarizations for each, as in free space?

**A.** Not for $n=0$. Inserting the fields in $\nabla\cdot\mathbf E=0$ gives

$$\left[i(k_xA_x+k_yA_y)-\frac{n\pi}{a}A_z\right]\sin\frac{n\pi z}{a}=0 .$$

For $n\ge1$ the bracket must vanish: three amplitudes with one condition leave two polarizations. For $n=0$ the sines are zero, so $E_x=E_y=0$. Only $A_z$ survives, and the condition holds by itself. That is one polarization.

This count was tested by diagonalizing Maxwell's equations on a grid between the plates. At $k=\pi/a$ the lowest nonzero frequencies, in units of $\pi c/a$, are 1.000 once, 1.414 twice and 2.236 twice. These are $\sqrt{1+n^2}$ for $n=0,1,2$ with the stated multiplicities.

**Q.** So write down the sum. It diverges at once.

**A.** It does, so I multiply each mode's energy by a smooth factor $g(q/\Lambda)$. It satisfies $g(0)=1$, and it and its derivatives fall off rapidly at large argument. At the end $\Lambda\to\infty$.

With periodic conditions along the plates there are $L^2\,d^2k/(2\pi)^2$ values of $\mathbf k$ in $d^2k$, and $d^2k=2\pi k\,dk$ after the angular integral. The energy per area is

$$E_{\rm slab}=\frac{\hbar c}{2}\int_0^\infty\frac{k\,dk}{2\pi}\sum_{n=0}^\infty p_n\,q\,g(q/\Lambda),\qquad p_0=1,\quad p_{n\ge1}=2 .$$

Taking a factor 2 out of $p_n$ leaves weight $\tfrac12$ for $n=0$ and 1 otherwise. A prime on the sum denotes this weighting:

$$E_{\rm slab}=\frac{\hbar c}{2\pi}\sum_{n}{}^{'}\int_0^\infty k\,dk\;q\,g(q/\Lambda).$$

At fixed $n$, $q^2=k^2+(n\pi/a)^2$ gives $k\,dk=q\,dq$, and $k=0$ corresponds to $q=n\pi/a$. Therefore

$$E_{\rm slab}=\frac{\hbar c}{2\pi}\sum_n{}^{'}G(n),\qquad G(n)=\int_{n\pi/a}^\infty q^2g(q/\Lambda)\,dq .$$

**Q.** You have put in the factor $g$ by hand. Why should I believe anything that comes out?

**A.** You should believe what does not depend on $g$, and we must check what that is. There is also a physical motive. At high enough frequency a real metal becomes transparent, except to waves at grazing incidence, so most very fast modes hardly notice the plates. The function $g$ is not a model of a metal: it suppresses all fast modes, whatever their direction. It depends on frequency alone and must be the same in every region of space.

**Q.** The energy still grows without limit as $\Lambda\to\infty$. What do you subtract?

**A.** The energy that the same thickness $a$ of unbounded vacuum would have. It is obtained by replacing the primed sum by an integral over $n$. With $x=n\pi/a$ and $dn=(a/\pi)\,dx$,

$$\frac{\hbar c}{2\pi}\int_0^\infty G\,dn=\frac{\hbar c\,a}{2\pi^2}\int_0^\infty dx\int_x^\infty q^2g\,dq=\frac{\hbar c\,a}{2\pi^2}\int_0^\infty q^3g(q/\Lambda)\,dq .$$

In the last step the order of integration was exchanged: at fixed $q$, $x$ runs from 0 to $q$ and supplies one more factor $q$. Counting plane waves in free space, with two polarizations, gives the energy density

$$u=2\cdot\frac{\hbar c}{2}\int\frac{4\pi q^2dq}{(2\pi)^3}\,q\,g=\frac{\hbar c}{2\pi^2}\int_0^\infty q^3g\,dq ,$$

so the integral is indeed $ua$.

**Q.** But $ua$ depends on $a$. You said that only constants may be dropped, and here you drop a term whose derivative is the enormous number $u$.

**A.** The objection is right as long as only the gap is considered. A plate has two sides, though. Put fixed plates at $z=0$ and $z=D$, and let the plate at $z=a$ move between them. Write $E(a)=E_{\rm slab}(a)-ua$. The total energy per area is

$$E_{\rm slab}(a)+E_{\rm slab}(D-a)=E(a)+E(D-a)+uD .$$

The bulk energy $uD$ is constant during the motion, because what one gap gains the other loses. The force per area on the movable plate, counted positive towards larger $a$, is

$$P=-\frac{d}{da}\left[E(a)+E(D-a)\right].$$

For $D\to\infty$ the second term stops contributing, provided $E$ levels off at large distance, which the result must confirm. This argument needs the same $g$ on both sides.

**Q.** Fine. What remains is the difference between a sum and an integral. How do you get it without guessing?

**A.** By integrating by parts with Bernoulli polynomials. They are defined by $B_1(x)=x-\tfrac12$, $B_m'=mB_{m-1}$ and $\int_0^1B_m\,dx=0$. The last two properties give $B_m(0)=B_m(1)$ for $m\ge2$. Integrating upwards, one finds

$$B_2=x^2-x+\tfrac16,\qquad B_3=x^3-\tfrac32x^2+\tfrac12x,$$
$$B_4=x^4-2x^3+x^2-\tfrac1{30},\qquad B_5=x^5-\tfrac52x^4+\tfrac53x^3-\tfrac16x .$$

The end values are $\tfrac16,\,0,\,-\tfrac1{30},\,0$. Take one interval, set $f(x)=G(n+x)$, and write $[f]=f(1)-f(0)$. Since $B_1'=1$,

$$\int_0^1f\,dx=\tfrac12\left[f(0)+f(1)\right]-\int_0^1B_1f'\,dx .$$

Four further integrations by parts give, in turn,

$$\int B_1f'=\tfrac1{12}[f']-\tfrac12\int B_2f'',\qquad \tfrac12\int B_2f''=-\tfrac16\int B_3f''',$$
$$\tfrac16\int B_3f'''=-\tfrac1{720}[f''']-\tfrac1{24}\int B_4f'''',\qquad \tfrac1{24}\int B_4f''''=-\tfrac1{120}\int B_5f^{(5)} .$$

Substituting from the last to the first,

$$\tfrac12[f(0)+f(1)]-\int_0^1f\,dx=\tfrac1{12}[f']-\tfrac1{720}[f''']+\tfrac1{120}\int_0^1B_5f^{(5)}dx .$$

Now add all intervals. The trapezoids on the left build the primed sum, with half weight at $n=0$. The brackets telescope, and since $G$ and its derivatives vanish at infinity, $[f']$ sums to $-G'(0)$ and $[f''']$ to $-G'''(0)$. This is the Euler-Maclaurin formula with its remainder:

$$\sum_n{}^{'}G(n)-\int_0^\infty G\,dn=-\frac{G'(0)}{12}+\frac{G'''(0)}{720}+R,\qquad R=\frac1{120}\int_0^\infty B_5(\{n\})\,G^{(5)}(n)\,dn,$$

where $\{n\}$ is the fractional part of $n$.

**Q.** And the derivatives of $G$? Surely the cutoff enters there.

**A.** It enters, but not at $n=0$ to this order. Differentiating the lower limit of the integral gives

$$G'(n)=-\frac{\pi}{a}\,h(x),\qquad h(x)=x^2g(x/\Lambda),\qquad x=\frac{n\pi}{a}.$$

Thus $G'(0)=0$. Each further derivative in $n$ is $\pi/a$ times a derivative in $x$, and

$$h''(x)=2g+\frac{4x}{\Lambda}g'+\frac{x^2}{\Lambda^2}g'' ,\qquad h''(0)=2g(0)=2 .$$

Hence $G'''(0)=-2\pi^3/a^3$, with no trace of $\Lambda$ or of the shape of $g$.

**Q.** You still owe me the remainder. It is an integral over infinitely many intervals.

**A.** Set $t=x/\Lambda$ and $\varphi(t)=t^2g(t)$, so that $h=\Lambda^2\varphi(t)$. Four derivatives in $x$ bring $\Lambda^{-4}$, so $G^{(5)}=-(\pi/a)^5\Lambda^{-2}\varphi''''(t)$. The integration range stretches, because $dn=(a\Lambda/\pi)\,dt$. Together

$$|R|\le\frac{\max|B_5|}{120}\left(\frac{\pi}{a}\right)^4\frac1\Lambda\int_0^\infty|\varphi''''(t)|\,dt .$$

For a smooth, rapidly falling $g$ the last integral is a finite number, so $R\to0$ as $\Lambda\to\infty$.

The identity was also tested at a cutoff low enough for $R$ to be visible, $g=e^{-q/\Lambda}$ with $\pi/(a\Lambda)=0.5$. In units of $\Lambda^3$ the sum minus the integral is $-3.350\times10^{-4}$. The third-derivative term is $-3.472\times10^{-4}$ and the remainder $+0.122\times10^{-4}$, which add up to it.

**Q.** Then what is the energy?

**A.** Restoring the prefactor,

$$E(a)=\frac{\hbar c}{2\pi}\cdot\frac1{720}\left(-\frac{2\pi^3}{a^3}\right)=-\frac{\pi^2\hbar c}{720\,a^3}.$$

In units with $\hbar=c=1$ this reads $-\pi^2/(720a^3)$. It tends to zero at large $a$, as the argument with the distant plate required. The minus sign means that the gap holds less energy than the same thickness of free vacuum.

**Q.** Would a careless count of the $n=0$ polarizations have changed the force?

**A.** No. It would have added $(\hbar c/2\pi)\cdot\tfrac12G(0)$, and $G(0)=\int_0^\infty q^2g\,dq$ does not contain $a$. The energy would carry a constant growing as $\Lambda^3$, but its derivative would be unchanged. The correct count makes this constant absent.

**Q.** I would like to see the cancellation in numbers, without your change of variable and without Euler-Maclaurin.

**A.** Take $a=1\ \mu$m, where $\hbar c/a^3=31.6153$ nJ/m². The modes were summed directly, with a numerical integral over $k$ for each $n$. For the exponential cutoff with $a\Lambda=20$ the slab energy is 1537581.8152 nJ/m² and the vacuum energy 1537582.2471 nJ/m². Their difference is $-0.4319$ nJ/m². The formula gives

$$E=-\frac{\pi^2}{720}\times31.6153\ \text{nJ/m}^2=-0.4334\ \text{nJ/m}^2 .$$

**Q.** Those two differ by 0.35 per cent. Is that numerical noise?

**A.** No, it is the finite cutoff, and its size can be derived. Integrate $R$ by parts once more, using $B_6'=6B_5$ and $B_6(0)=\tfrac1{42}$. The boundary term is

$$-\frac{G^{(5)}(0)}{720\cdot42}=-\frac{G^{(5)}(0)}{30240}.$$

Another integration by parts, with $B_7(0)=0$, and the scaling used above show that the rest is at most of order $\Lambda^{-3}$. Expanding $g$ about zero, the $x^4$ term of $h$ is $g''(0)\,x^4/(2\Lambda^2)$, so $h''''(0)=12g''(0)/\Lambda^2$ and $G^{(5)}(0)=-12\pi^5g''(0)/(a^5\Lambda^2)$. The correction to the sum is therefore $\pi^5g''(0)/(2520\,a^5\Lambda^2)$. Dividing by the leading term $-\pi^3/(360a^3)$ gives

$$E_\Lambda(a)=-\frac{\pi^2\hbar c}{720a^3}\left[1-\frac{\pi^2}{7}\frac{g''(0)}{(a\Lambda)^2}+\dots\right].$$

For $g=e^{-t}$, $g''(0)=1$ and the magnitude is too small. For the Gaussian $g=e^{-t^2}$, $g''(0)=-2$ and it is too large. The direct sums show both, as deviations relative to the limiting value:

| $a\Lambda$ | exponential | Gaussian |
|---|---|---|
| 10 | −1.40 % | +2.93 % |
| 20 | −0.35 % | +0.71 % |
| 40 | −0.09 % | +0.18 % |

At $a\Lambda=20$ the formula predicts $-0.352$ % and $+0.705$ %, against $-0.352$ % and $+0.712$ % from the direct sums. The vacuum energies for the two shapes differ by a factor of 12, yet the differences converge to the same value from opposite sides.

**Q.** Why insist on a smooth cutoff? I could simply stop counting at $q=\Lambda$.

**A.** Try it with $\Lambda=N\pi/a$. Then $G(n)=(\pi/a)^3(N^3-n^3)/3$ for $n\le N$ and zero beyond. Using $\sum_{n=1}^Nn^3=N^2(N+1)^2/4$,

$$\frac{N^3}{2}+\sum_{n=1}^N(N^3-n^3)=\frac{N^3}2+N^4-\frac{N^4+2N^3+N^2}{4}=\frac{3N^4}{4}-\frac{N^2}{4}.$$

The integral gives $N^4-N^4/4=3N^4/4$. The difference of the energies is

$$\frac{\hbar c}{2\pi}\left(\frac\pi a\right)^3\frac13\left(-\frac{N^2}{4}\right)=-\frac{\hbar c\,\Lambda^2}{24\,a},$$

which diverges. In Euler-Maclaurin language, $G'$ no longer vanishes at the upper end: it equals $-\pi\Lambda^2/a$ just below $n=N$, and the term $\tfrac1{12}[f']$ leaves a contribution there.

The value also depends on where $\Lambda$ falls between modes. At $a=1\ \mu$m it is $-1300$ nJ/m² for $\Lambda=10\pi/a$ and $+716$ nJ/m² for $10.5\pi/a$. Doubling $N$ to 20 multiplies the first value by four, to $-5200.5$ nJ/m². An abrupt edge thus produces a large term that belongs to the edge and not to the plates.

**Q.** Now the force. Which way does it point, and how strong is it?

**A.** For a distant third plate,

$$P=-\frac{dE}{da}=\frac{\pi^2\hbar c}{720}\,\frac{d}{da}a^{-3}=-\frac{\pi^2\hbar c}{240\,a^4}=\frac{3E}{a}.$$

The negative sign means that the plate is pushed towards smaller $a$: the plates attract. At one micrometre

$$P=\frac{3\times(-0.4334\times10^{-9}\ \text{J/m}^2)}{10^{-6}\ \text{m}}=-1.30\times10^{-3}\ \text{Pa},$$

an attraction of 1.3 mPa. On an area of 1 cm² this is a force of 0.13 µN. Because of the fourth power, halving the distance multiplies the pressure by 16, to 20.8 mPa in magnitude, and doubling it leaves 0.081 mPa.

**Q.** Your argument for the subtraction used a plate with a gap on each side. Does that arrangement give the right force when the second gap is not large?

**A.** Differentiating $E(a)+E(D-a)$, where the second term acquires an extra minus sign from the chain rule,

$$P=-\frac{\pi^2\hbar c}{240}\left[\frac1{a^4}-\frac1{(D-a)^4}\right].$$

With gaps of 1 and 2 µm the bracket is reduced by the factor $1-\tfrac1{16}$, and $P=-1.219$ mPa. The force was also computed by moving the plate slightly and differencing the full mode sums, with nothing subtracted and an exponential cutoff at $20/\mu$m. The result is $-1.212$ mPa, so the bulk energy does cancel between the two sides.

The remaining 0.0071 mPa, 0.6 % of the formula value, is mainly the cutoff. Its correction to the energy varies as $a^{-5}$ instead of $a^{-3}$, so differentiation enhances its relative size by $5/3$. For the narrow gap, which dominates, this turns 0.35 % into 0.59 % of that gap's own 1.300 mPa, or 0.0076 mPa. The wide gap, at $a\Lambda=40$, takes back 0.0001 mPa. The central difference with step $\delta=0.01\ \mu$m overestimates the slope of $a^{-3}$ by the fraction $\tfrac{10}{3}(\delta/a)^2$, which takes back another 0.0004 mPa. That leaves 0.0071 mPa.

In the middle, $a=D/2$, the force vanishes. That equilibrium is unstable: if the plate moves towards one side, the attraction from that side grows and the other weakens.

**Q.** The electron charge appears nowhere. Is that not suspicious for a force between metals?

**A.** It is a sign of the idealization. A perfect conductor reflects every frequency completely, so no property of the material is left in the boundary condition. Then $\hbar$, $c$ and $a$ are the only quantities available, and an energy per area can only be a number times $\hbar c/a^3$. The calculation supplies the number $-\pi^2/720$.

**Q.** So when must I stop trusting it?

**A.** When one of the assumptions fails. The cutoff study indicates which scale matters. For a fixed smooth shape $g$, the dependence on that shape disappears as $a\Lambda\to\infty$, and the only length left is $a$. The corresponding frequency scale is $c/a$, and real plates must reflect well at frequencies of that order. The cutoff study does not give the size of the deviation for a metal, since $g$ is not a model of one. The field penetrates a metal to a depth of about $\delta_p=c/\omega_p$, with $\omega_p$ the plasma frequency, and this weakens the pressure at first order in $\delta_p/a$. For gold, $\delta_p\approx22$ nm, the pressure at 1 µm is already roughly 10 % below the ideal value, although $c/a$ is still far below $\omega_p$. At small enough $a$ this scale reaches frequencies where a metal is transparent, and the $a^{-4}$ law is lost altogether.

Temperature must satisfy $k_BT\ll\hbar c/a$; otherwise thermally excited photons add to the zero-point energy, which matters most at large distances. This condition suffices for ideal mirrors, where room temperature changes the pressure at 1 µm by a fraction of a per cent. For a real metal the thermal correction depends on how its low-frequency response is described: with ohmic losses (Drude model) it can exceed 10 % at 1 µm and 300 K, and it weakens the attraction. The surfaces must be parallel and smooth on the scale of $a$, and $L\gg a$. The digits quoted here describe ideal plates, and a measured pressure would differ by corrections that this model leaves out. The complete set of sums is in the numerical output below.

## Numbers as computed

```
Mode frequencies at k = pi/a, in units of pi c/a:
  1.000  1.414  1.414  2.236  2.236
Euler-Maclaurin check, pi/(a Lambda) = 0.5, G in units of Lambda^3:
  primed sum minus integral = -3.350129e-04
  third-derivative term     = -3.472222e-04
  remainder                 = 1.220929e-05
Plate distance a = 1.0 micrometre
hbar c / a^3 = 31.6153 nJ/m^2
Energies per area in nJ/m^2 (slab, free vacuum, difference):
 exponential cutoff
  a*Lambda=10: 96098.4631, 96098.8904, -0.42730
    relative deviation -0.014013, predicted -0.014099
  a*Lambda=20: 1537581.8152, 1537582.2471, -0.43185
    relative deviation -0.003519, predicted -0.003525
  a*Lambda=40: 24601315.5202, 24601315.9532, -0.43299
    relative deviation -0.000881, predicted -0.000881
 Gaussian cutoff
  a*Lambda=10: 8007.7948, 8008.2409, -0.44607
    relative deviation 0.029294, predicted 0.028199
  a*Lambda=20: 128131.4175, 128131.8539, -0.43646
    relative deviation 0.007116, predicted 0.007050
  a*Lambda=40: 2050109.2286, 2050109.6628, -0.43414
    relative deviation 0.001767, predicted 0.001762
Sharp cutoff, slab minus vacuum in nJ/m^2:
  Lambda = 10 pi/a: -1300.13;  10.5 pi/a: 715.88
  Lambda = 20 pi/a: -5200.50;  20.5 pi/a: 2731.08
Movable plate, gaps 1 and 2 micrometre, a*Lambda = 20:
  pressure from mode sums = -1.2118 mPa
  pressure from formula   = -1.2189 mPa
Energy per area at 1 micrometre = -0.4334 nJ/m^2
Pressure at 0.5 micrometre = -20.8020 mPa
Pressure at 1.0 micrometre = -1.3001 mPa
Pressure at 2.0 micrometre = -0.0813 mPa
Force on 1 cm^2 at 1 micrometre = -0.1300 micronewton
```
